\section*{Probe-Averaged Surface Temperature for Coaxial Gaussian Pump and Probe Beams, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the beam profiles to the Hankel integral}

\subsection{Definitions and conventions}

A pump beam heats the surface $z=0$ of a solid that fills $z>0$. Its power is modulated at angular frequency $\omega$, and a weaker probe beam reads the surface temperature through the reflectance. Oscillating quantities are written as complex amplitudes: the temperature rise is $\mathrm{Re}[T(r,z)e^{i\omega t}]$, where $r$ is the distance from the beam axis. With this sign of the exponent, a temperature that lags the heating has a negative phase.

The absorbed pump power has the real amplitude $A>0$. The power itself cannot be negative, so it also has a constant part. Heat conduction is taken to be linear, and the constant part then produces a separate steady temperature rise, which does not enter the oscillating amplitude.

Both beams are Gaussian and share one axis. Their radii $w_0$ (pump) and $w_1$ (probe) are the distances at which the intensity has fallen to $1/e^2$ of its central value. The absorbed flux is
\begin{equation}
p(r)=\frac{2A}{\pi w_0^2}\,e^{-2r^2/w_0^2},
\label{eq:pump}
\end{equation}
and the normalized probe profile is
\begin{equation}
s(r)=\frac{2}{\pi w_1^2}\,e^{-2r^2/w_1^2}.
\label{eq:probe}
\end{equation}
The prefactors follow from
\begin{equation}
2\pi\int_0^\infty e^{-2r^2/w^2}\,r\,dr=2\pi\,\frac{w^2}{4}=\frac{\pi w^2}{2},
\label{eq:norm}
\end{equation}
so that $p$ integrates over the surface to $A$ and $s$ integrates to one.

Let the local reflectance change be $R'\,T(r,0)$, with a coefficient $R'$ that is uniform over the spot. For incident probe power $P_1$, the reflected power changes by $P_1R'\int s\,T\,d^2r$. The measured temperature is therefore
\begin{equation}
\Delta T=2\pi\int_0^\infty s(r)\,T(r,0)\,r\,dr .
\label{eq:average}
\end{equation}
It is an average weighted by the probe intensity, and it differs in general from the temperature at the centre of the spot.

The algebra is in atomic units with Boltzmann's constant also set to one, so that temperature is an energy. Numbers are given in electronvolts and angstroms with $\hbar=k_B=1$. Frequency is then in eV, power in eV$^2$, conductivity in eV/\AA, heat capacity per volume in \AA$^{-3}$, and interface conductance in eV/\AA$^2$. The formulas contain no fundamental constants, so they keep their form under this change of units.

\subsection{Separating the heat equation by wavenumber}

The solid is a stack of layers, each uniform and isotropic, with conductivity $\kappa$ and heat capacity per volume $C$. Under Fourier's law, the amplitude in each layer obeys
\begin{equation}
i\omega C\,T=\kappa\left(\nabla_r^2T+\frac{\partial^2T}{\partial z^2}\right),
\label{eq:heat}
\end{equation}
where $\nabla_r^2$ is the Laplacian in the plane. The pump is absorbed at the surface itself and the surface loses no heat to its surroundings. Hence
\begin{equation}
-\kappa\left.\frac{\partial T}{\partial z}\right|_{z=0}=p(r).
\label{eq:flux}
\end{equation}

For functions of $r$ alone we use the Hankel pair
\begin{equation}
\tilde f(k)=\int_0^\infty f(r)J_0(kr)\,r\,dr,\qquad
f(r)=\int_0^\infty \tilde f(k)J_0(kr)\,k\,dk .
\label{eq:hankel}
\end{equation}
It is the two-dimensional Fourier transform restricted to radial functions. To see this, use the angular average
\begin{equation}
J_0(kr)=\frac{1}{2\pi}\int_0^{2\pi}e^{ikr\cos\varphi}\,d\varphi .
\label{eq:j0}
\end{equation}
The Fourier integral of a radial function is then
\begin{equation}
\int f(r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^2r=2\pi\tilde f(k).
\label{eq:fourier}
\end{equation}
Fourier inversion multiplies this by $e^{i\mathbf k\cdot\mathbf r}/(2\pi)^2$ and integrates over $d^2k$. The angular integral supplies a second factor $2\pi J_0(kr)$, all factors of $2\pi$ cancel, and the second relation in \eqref{eq:hankel} results. In this convention $k$ is an angular wavenumber: a ripple of wavelength $\Lambda$ has $k=2\pi/\Lambda$.

By \eqref{eq:j0}, $J_0(kr)$ is a superposition of plane waves that all have wavenumber $k$, so $\nabla_r^2J_0(kr)=-k^2J_0(kr)$. We write
\begin{equation}
T(r,z)=\int_0^\infty\theta(k,z)J_0(kr)\,k\,dk
\label{eq:expand}
\end{equation}
and insert it in \eqref{eq:heat}. Each wavenumber then obeys its own equation,
\begin{equation}
\frac{d^2\theta}{dz^2}=\left(k^2+\frac{i\omega C}{\kappa}\right)\theta .
\label{eq:ode}
\end{equation}
The conditions at the interfaces are linear and their coefficients do not depend on position in the plane, so they do not mix wavenumbers either. The surface temperature at wavenumber $k$ is therefore proportional to the flux at the same wavenumber:
\begin{equation}
\theta(k,0)=G(k)\,\tilde p(k).
\label{eq:response}
\end{equation}
The function $G(k)$ is the surface temperature per unit absorbed flux. It contains the thermal properties of the stack and the frequency, but nothing about the beams. If the properties varied across the spot, or if conduction depended on the temperature rise, \eqref{eq:response} would fail.

\subsection{The transform of a Gaussian}

Consider
\begin{equation}
F(k)=\int_0^\infty e^{-ar^2}J_0(kr)\,r\,dr,\qquad a>0 .
\label{eq:F}
\end{equation}
With $J_0'(x)=-J_1(x)$, differentiation under the integral gives
\begin{equation}
\frac{dF}{dk}=-\int_0^\infty r\,e^{-ar^2}\;r\,J_1(kr)\,dr .
\label{eq:dF1}
\end{equation}
The first factor is a derivative, $r e^{-ar^2}=-(2a)^{-1}\,d(e^{-ar^2})/dr$. Integration by parts leads to
\begin{equation}
\frac{dF}{dk}=\frac{1}{2a}\Big[e^{-ar^2}rJ_1(kr)\Big]_0^\infty
-\frac{1}{2a}\int_0^\infty e^{-ar^2}\frac{d}{dr}\big[rJ_1(kr)\big]dr .
\label{eq:dF2}
\end{equation}
The boundary term vanishes at both ends. Bessel's equation for $J_0$ is $(xJ_0')'=-xJ_0$, which is the same as $(xJ_1)'=xJ_0$. With $x=kr$ it gives $d[rJ_1(kr)]/dr=kr\,J_0(kr)$. Therefore
\begin{equation}
\frac{dF}{dk}=-\frac{k}{2a}\,F,\qquad F(0)=\int_0^\infty e^{-ar^2}r\,dr=\frac{1}{2a},
\label{eq:dF3}
\end{equation}
and the solution is
\begin{equation}
F(k)=\frac{1}{2a}\,e^{-k^2/4a}.
\label{eq:Fsol}
\end{equation}
For a $1/e^2$ radius $w$ we have $a=2/w^2$, so $1/2a=w^2/4$ and $k^2/4a=k^2w^2/8$. Multiplying by the prefactors of \eqref{eq:pump} and \eqref{eq:probe} gives
\begin{equation}
\tilde p(k)=\frac{A}{2\pi}\,e^{-k^2w_0^2/8},\qquad
\tilde s(k)=\frac{1}{2\pi}\,e^{-k^2w_1^2/8}.
\label{eq:transforms}
\end{equation}

\subsection{The average over the probe}

By \eqref{eq:expand} and \eqref{eq:response}, the surface temperature is
\begin{equation}
T(r,0)=\int_0^\infty G(k)\tilde p(k)J_0(kr)\,k\,dk .
\label{eq:surface}
\end{equation}
We insert this in \eqref{eq:average} and exchange the integrals. The exchange is allowed when $k|G(k)|$ is bounded, because then $|J_0|\le1$ and the two Gaussians make the double integral absolutely convergent. The integral over $r$ is the transform of the probe profile:
\begin{align}
\Delta T&=2\pi\int_0^\infty G(k)\tilde p(k)
\left[\int_0^\infty s(r)J_0(kr)\,r\,dr\right]k\,dk \nonumber\\
&=2\pi\int_0^\infty G(k)\,\tilde p(k)\,\tilde s(k)\,k\,dk .
\label{eq:general}
\end{align}
This form holds for any radial pair of profiles for which the exchange is allowed. For the Gaussians \eqref{eq:transforms}, the prefactors combine as $2\pi\cdot(A/2\pi)\cdot(1/2\pi)=A/2\pi$ and the exponents add:
\begin{equation}
\Delta T=\frac{A}{2\pi}\int_0^\infty G(k)\,
\exp\!\left[-\frac{k^2(w_0^2+w_1^2)}{8}\right]k\,dk .
\label{eq:main}
\end{equation}

The Gaussian factor is a low-pass filter. The pump creates little temperature variation on scales much finer than $w_0$, and the probe averages away variation on scales much finer than $w_1$. With
\begin{equation}
W^2=w_0^2+w_1^2,
\label{eq:W}
\end{equation}
the filter falls to $1/e$ at $k=\sqrt8/W$.

\subsection{Why the squared radii add}

The same result can be seen in real space. Let $K(\rho)$ be the surface temperature at distance $\rho$ from a point source of unit power on the surface. Then $\Delta T=\iint s(\mathbf r)K(|\mathbf r-\mathbf r'|)p(\mathbf r')\,d^2r\,d^2r'$. With the separation $\mathbf R=\mathbf r-\mathbf r'$ this becomes
\begin{equation}
\Delta T=\int K(R)\,H(\mathbf R)\,d^2R,\qquad
H(\mathbf R)=\int s(\mathbf r'+\mathbf R)\,p(\mathbf r')\,d^2r' .
\label{eq:H}
\end{equation}
For one Cartesian component, completing the square in the exponent gives
\begin{equation}
\frac{2(x'+X)^2}{w_1^2}+\frac{2x'^2}{w_0^2}
=\frac{2W^2}{w_0^2w_1^2}\left(x'+\frac{w_0^2}{W^2}X\right)^2+\frac{2X^2}{W^2}.
\label{eq:square}
\end{equation}
The last term is what remains of $2X^2/w_1^2$ after the square has used the fraction $w_0^2/W^2$ of it. The integrals over both components of $\mathbf r'$ give $\pi w_0^2w_1^2/(2W^2)$. The prefactors of $p$ and $s$ multiply to $4A/(\pi^2w_0^2w_1^2)$, and so
\begin{equation}
H(\mathbf R)=\frac{2A}{\pi W^2}\,e^{-2R^2/W^2}.
\label{eq:Hres}
\end{equation}
This is the flux profile of a single pump beam of radius $W$ and power $A$. Its integral with $K(R)$ in \eqref{eq:H} is the temperature that this beam causes at its own centre. The probe-averaged temperature thus equals the centre temperature under a pump of radius $W$ and the same power. Exchanging the two radii leaves $\Delta T$ unchanged, as does any other change that keeps $w_0^2+w_1^2$ fixed. Within this model, a measurement with coaxial beams cannot determine the two radii separately.

\subsection{Other conventions, and beams that are not coaxial}

The number 8 belongs to $1/e^2$ radii and angular wavenumbers. If radii $a_0$ and $a_1$ are defined at $1/e$ of the central intensity, then $e^{-r^2/a_j^2}=e^{-2r^2/w_j^2}$ requires $w_j^2=2a_j^2$, and the exponent becomes $-k^2(a_0^2+a_1^2)/4$. If the wavenumber is counted in cycles, $k=2\pi\nu$, then $k\,dk=4\pi^2\nu\,d\nu$ and
\begin{equation}
\Delta T=2\pi A\int_0^\infty G(2\pi\nu)\,
e^{-\pi^2\nu^2(w_0^2+w_1^2)/2}\,\nu\,d\nu .
\label{eq:cycles}
\end{equation}
These are the same statement in other variables. Mixing the conventions changes the predicted temperature.

Suppose now that the probe axis is displaced by a vector $\mathbf d$. The average contains $s(|\mathbf r-\mathbf d|)$, and we set $\mathbf r=\mathbf d+\mathbf u$. For each plane wave in $J_0(kr)$,
\begin{equation}
\int s(u)\,e^{i\mathbf k\cdot(\mathbf d+\mathbf u)}\,d^2u
=2\pi\tilde s(k)\,e^{i\mathbf k\cdot\mathbf d}.
\label{eq:shiftwave}
\end{equation}
Averaging over the direction of $\mathbf k$ turns the last factor into $J_0(kd)$, so that
\begin{equation}
\Delta T(d)=\frac{A}{2\pi}\int_0^\infty G(k)\,J_0(kd)\,e^{-k^2W^2/8}\,k\,dk .
\label{eq:offset}
\end{equation}
Coaxial alignment is the case $J_0(0)=1$.

\section{The surface response, its limits and a worked case}

\subsection{Symbols and results carried over}

The absorbed pump power has amplitude $A$ and time factor $e^{i\omega t}$. The $1/e^2$ intensity radii of pump and probe are $w_0$ and $w_1$, and $W^2=w_0^2+w_1^2$. The probe-averaged surface temperature is
\begin{equation}
\Delta T=\frac{A}{2\pi}\int_0^\infty G(k)\,e^{-k^2W^2/8}\,k\,dk ,
\label{eq:restate}
\end{equation}
where $G(k)$ is the surface temperature per unit absorbed flux at angular wavenumber $k$. In each layer, with conductivity $\kappa$ and heat capacity per volume $C$, the transformed temperature obeys $\theta''=(k^2+i\omega C/\kappa)\theta$. What remains is to find $G$.

\subsection{Half-space}

For a uniform half-space define
\begin{equation}
q^2=\frac{i\omega C}{\kappa},\qquad \lambda=\sqrt{k^2+q^2},\qquad \mathrm{Re}\,q>0,\quad \mathrm{Re}\,\lambda>0 .
\label{eq:q}
\end{equation}
The solution that decays with depth is $\theta=\theta_0e^{-\lambda z}$. Its surface flux is $-\kappa\theta'(0)=\kappa\lambda\theta_0$, and therefore
\begin{equation}
G(k)=\frac{1}{\kappa\sqrt{k^2+q^2}} .
\label{eq:Ghalf}
\end{equation}
Since $q^2$ is imaginary, $|k^2+q^2|\ge k^2$ and $k|G|\le1/\kappa$. This is the bound that allowed the integrals to be exchanged.

To evaluate \eqref{eq:restate}, set $\beta=W^2/8$ and $u=\sqrt{k^2+q^2}$. Then $k\,dk=u\,du$, the factor $1/u$ in $G$ cancels, and $e^{-\beta k^2}=e^{\beta q^2}e^{-\beta u^2}$:
\begin{equation}
\Delta T=\frac{A}{2\pi\kappa}\,e^{\beta q^2}\int_q^\infty e^{-\beta u^2}\,du .
\label{eq:uint}
\end{equation}
The path starts at the complex number $q$ and approaches the positive real axis at large $k$. The integrand has no singularities, so the integral is the complementary error function of complex argument, $\sqrt{\pi/4\beta}\;\mathrm{erfc}(q\sqrt\beta)$. With $\sqrt\beta=W/\sqrt8$, the factor is $\sqrt{\pi/4\beta}=\sqrt{2\pi}/W$, and
\begin{equation}
\Delta T=\frac{A}{\sqrt{2\pi}\,\kappa W}\;e^{\zeta^2}\mathrm{erfc}(\zeta),
\qquad \zeta=\frac{qW}{\sqrt8}.
\label{eq:closed}
\end{equation}
The phase depends on $\zeta$ alone, that is, on $W\sqrt{\omega C/\kappa}$. For a half-space, the phase at known $W$ and $\omega$ gives the diffusivity $\kappa/C$ without knowledge of the absorbed power. This is useful only at intermediate $|\zeta|$: the phase tends to $0$ for small $|\zeta|$ and to $-45^\circ$ for large $|\zeta|$, and in both limits it becomes insensitive to the diffusivity.

For coaxial Gaussian beams, the probe-averaged temperature is now a single integral over the surface response $G(k)$, with the closed form \eqref{eq:closed} for a uniform half-space. What remains is to take the limits of low and high frequency, to find $G$ for a film on a substrate, and to work through a numerical case.
